# Langreth Rules and the Real-Time Components of GW

In a two-site model with hopping $J$, local interaction $2J$ and prepared orbital populations, the non-instantaneous retarded GW self-energy of the bonding orbital at one pair of times is $0.928+0.083i$, in units of $J^2$ with $\hbar=1$. Multiplying the retarded Green's function by the retarded screened interaction, as $iG^RW^R$, gives $-0.042+0.066i$ at the same times (a value that is especially small because $W^R$ happens to be near a zero there). Yet retarded functions do multiply when two contour functions are convolved. The difference lies in the two ways of combining contour functions: convolution, with an internal time integral, and pointwise product, without one.

## Setting

The contour $C$ runs forward from $t_0$ to $T$ and back to $t_0$, where $T$ exceeds all external times. A point $z$ on $C$ has a real time $t$ and a branch. "Later" on $C$ means further along the path, so every backward point is later than every forward point. Contour functions have the form

$$k(z,z')=k^\delta(t)\delta(z,z')+\theta(z,z')k^>(t,t')+\theta(z',z)k^<(t,t'),$$

where $\theta(z,z')=1$ if $z$ is later than $z'$ and zero otherwise, and $\int_C d\bar z\,\delta(z,\bar z)f(\bar z)=f(z)$. The components are matrices in a finite set of orbitals, bounded and piecewise continuous in time. With $k^\rho=k^>-k^<$, define

$$k^R=k^\delta\delta(t-t')+\theta(t-t')k^\rho,\qquad k^A=k^\delta\delta(t-t')-\theta(t'-t)k^\rho .$$

Since $\theta(t-t')+\theta(t'-t)=1$, it follows that $k^R-k^A=k^>-k^<$.

The label $1$ stands for $(x_1,z_1)$, with $x$ containing site and spin. The electron Green's function $G(1,2)=-i\langle T_C\psi(1)\psi^\dagger(2)\rangle$ has the components

$$G^>(1,2)=-i\langle\psi(1)\psi^\dagger(2)\rangle,\qquad G^<(1,2)=+i\langle\psi^\dagger(2)\psi(1)\rangle .$$

The plus sign comes from exchanging two fermion operators. Complex conjugation gives $[G^\gtrless(1,2)]^*=-G^\gtrless(2,1)$, hence $G^A(1,2)=[G^R(2,1)]^*$.

The initial state is Gaussian with no pairing averages $\langle\psi\psi\rangle$, so Wick's theorem holds with normal contractions only, and the interaction acts from $t_0$ on. The GW approximation is taken as given:

$$\Sigma=iGW,\qquad P(1,2)=-iG(1,2)G(2,1),\qquad W=v+vPW .$$

The Hartree potential is not part of $\Sigma$. Because $P(1,2)=P(2,1)$ and $v$ is symmetric, $W(1,2)=W(2,1)$. We write $W=v\,\delta(z,z')+W_c$.

## Theorem

**(a) Convolution.** If $c(z,z')=\int_C d\bar z\,a(z,\bar z)b(\bar z,z')$, then, with real-time integration from $t_0$ understood,

$$c^\gtrless=a^Rb^\gtrless+a^\gtrless b^A,\qquad c^R=a^Rb^R,\qquad c^A=a^Ab^A .$$

**(b) Self-energy.** $\Sigma_c^\gtrless(1,2)=iG^\gtrless(1,2)W_c^\gtrless(1,2)$, and

$$\Sigma^R=\Sigma_x\delta(t_1-t_2)+i\left(G^RW_c^<+G^>W_c^R\right),\qquad \Sigma_x=iG^<(t,t)\,v,$$

where all products are pointwise in both arguments.

**(c) Polarization.** $P^\gtrless(1,2)=-iG^\gtrless(1,2)G^\lessgtr(2,1)$, and

$$P^R(1,2)=-i\left[G^R(1,2)G^<(2,1)+G^<(1,2)G^A(2,1)\right].$$

**(d) Screened interaction.** $W^R=v+vP^RW^R$ and $W_c^\gtrless=W^RP^\gtrless W^A$.

## Lemma 1: lesser and greater convolutions

Take $a^\delta=b^\delta=0$ first. For $c^<$ put $z$ on the forward and $z'$ on the backward branch. The internal point passes through four segments: before $z$; from $z$ to the turning point; from there to $z'$; and after $z'$. Backward segments acquire a minus sign when written with increasing time:

$$c^<=\int_{t_0}^{t}a^>b^<+\int_t^Ta^<b^<-\int_{t'}^Ta^<b^<-\int_{t_0}^{t'}a^<b^> .$$

The middle terms combine as $\int_t^T-\int_{t'}^T=\int_{t_0}^{t'}-\int_{t_0}^{t}$, so $T$ drops out:

$$c^<=\int_{t_0}^{t}(a^>-a^<)b^<-\int_{t_0}^{t'}a^<(b^>-b^<)=a^Rb^<+a^<b^A .$$

The minus sign of the second integral is the one in the definition of $b^A$.

For $c^>$ put $z$ on the backward and $z'$ on the forward branch. The same path gives

$$c^>=\int_{t_0}^{t'}a^>b^<+\int_{t'}^Ta^>b^>-\int_t^Ta^>b^>-\int_{t_0}^{t}a^<b^> .$$

Now $\int_{t'}^T-\int_t^T=\int_{t_0}^{t}-\int_{t_0}^{t'}$, and therefore

$$c^>=\int_{t_0}^{t}(a^>-a^<)b^>-\int_{t_0}^{t'}a^>(b^>-b^<)=a^Rb^>+a^>b^A .$$

The branch choice does not matter. If both points lie on the forward branch with $t<t'$, the segments give $\int_{t_0}^t a^>b^<+\int_t^{t'}a^<b^<-\int_{t_0}^{t'}a^<b^>$, which is the first expression for $c^<$ after its middle terms are combined. The other same-branch cases follow by the same segment count.

Singular parts add $a^\delta b^\gtrless+a^\gtrless b^\delta$ to $c^\gtrless$ and give $c^\delta=a^\delta b^\delta$. The first two terms are the delta-function parts of $a^Rb^\gtrless$ and $a^\gtrless b^A$, so the rule keeps its form.

## Lemma 2: retarded and advanced convolutions

Subtract the two results of Lemma 1, again without singular parts:

$$c^\rho=\int_{t_0}^{t}a^\rho b^\rho-\int_{t_0}^{t'}a^\rho b^\rho .$$

For $t>t'$ this is $\int_{t'}^{t}a^\rho b^\rho$, the convolution $a^Rb^R$. For $t<t'$, $c^A=-c^\rho=\int_t^{t'}a^\rho b^\rho$; the two minus signs in $a^Ab^A$ cancel, so this equals $a^Ab^A$. Singular parts add $a^\delta b^\rho+a^\rho b^\delta$ to $c^\rho$ and $a^\delta b^\delta$ to the delta-function part, as the products require. This proves (a).

For three factors, apply the rule to $a(bc)$:

$$(abc)^<=a^R(bc)^<+a^<(bc)^A=a^Rb^Rc^<+a^Rb^<c^A+a^<b^Ac^A .$$

**Remark.** These rules are algebra on the two-branch contour. If a correlated initial state is represented by a further, imaginary-time track, that track adds terms that are absent here.

## Proof of (b) and (c)

In $\Sigma_c(1,2)=iG(1,2)W_c(1,2)$ both factors carry the same ordered pair of contour points. If $z_1$ is later, both are greater; if earlier, both are lesser. This gives $\Sigma_c^\gtrless$. For $t_1>t_2$,

$$\Sigma_c^R=i(G^>W_c^>-G^<W_c^<)=i\left[(G^>-G^<)W_c^<+G^>(W_c^>-W_c^<)\right],$$

where $G^>W_c^<$ has been subtracted and added. The brackets are $G^R$ and $W_c^R$.

The instantaneous $v$ samples $G$ at equal times. In the interaction operator the creation operators stand to the left, which selects $G^<$. Thus $\Sigma_x=iG^<v=i\cdot i\langle\psi^\dagger(2)\psi(1)\rangle v=-\langle\psi^\dagger(2)\psi(1)\rangle v$, the Fock exchange term with its negative sign.

In $P$ the second factor has reversed arguments. If $z_1$ is later, $G(1,2)$ is greater but $G(2,1)$ is lesser, which gives $P^>$; the opposite order gives $P^<$. For $t_1>t_2$, subtracting and adding $G^<(1,2)G^<(2,1)$ gives

$$iP^R=[G^>(1,2)-G^<(1,2)]G^<(2,1)+G^<(1,2)[G^<(2,1)-G^>(2,1)] .$$

The last bracket is $G^A(2,1)$, since its first time is the earlier one. Multiplication by $-i$ proves (c). There is no delta term, because $G$ has none.

**Remark on meaning.** Inserting the definitions gives $P^>(1,2)=-i\langle\psi^\dagger(1)\psi(2)\rangle\langle\psi(1)\psi^\dagger(2)\rangle$. For a Gaussian state without pairing averages, evolving without interaction, Wick's theorem identifies this as $-i\langle\delta n(1)\delta n(2)\rangle$, with $\delta n$ the deviation of the density from its mean. So $P^\gtrless$ describes fluctuations and $P^R$ the density response. A Fock-space calculation of the first and a short potential kick for the second confirm the signs.

**Remark on the wrong product.** Expanding $G^RW_c^R$ and subtracting, one finds for $t_1>t_2$

$$\Sigma_c^R-iG^RW_c^R=i\left(G^RW_c^<+G^<W_c^R\right).$$

For one electron added to an empty band, $G^<=0$ and the second term drops out. The first term remains even if the electron couples to a boson in its vacuum: $W_c^<(1,2)=W_c^>(2,1)$ contains the zero-point fluctuations and is not zero. In that case $\Sigma_c^R=iG^RW_c^>$ for $t_1>t_2$, with the greater component of $W_c$ in place of the retarded one.

## Proof of (d)

The bare interaction has no greater or lesser part and $v^R=v^A=v$. Lemma 2 gives the retarded equation. Lemma 1 gives

$$W_c^\gtrless=v\left(P^RW_c^\gtrless+P^\gtrless W^A\right),\qquad (1-vP^R)W_c^\gtrless=vP^\gtrless W^A .$$

On a finite interval with bounded $P^R$ and $v$, the retarded equation is of Volterra type, so $1-vP^R$ has an inverse. Since $(1-vP^R)W^R=v$, we have $(1-vP^R)^{-1}v=W^R$, which proves (d).

**Remark: steady states.** If all components depend on $\tau=t-t'$ alone, write $k(\tau)=\int\frac{d\omega}{2\pi}e^{-i\omega\tau}k(\omega)$. The pointwise products become

$$\Sigma_c^\gtrless(\omega)=i\int\frac{d\omega'}{2\pi}G^\gtrless(\omega-\omega')W_c^\gtrless(\omega'),$$

$$P^\gtrless(\omega)=-i\int\frac{d\omega'}{2\pi}G^\gtrless(\omega+\omega')G^\lessgtr(\omega') .$$

The plus sign in the second formula comes from the reversed time. The orbital indices are reversed as well: $P_{ij}$ contains $G_{ij}(\omega+\omega')G_{ji}(\omega')$, whereas $\Sigma_{ij}$ contains $G_{ij}W_{ij}$. Convolutions become products once $t_0\to-\infty$ and the memory of the start has decayed. The undamped example below does not meet that condition.

## Example: a prepared two-site system

Two sites with spin have hopping $J=1$ and $v_{ij}=U\delta_{ij}$ with $U=2J$, switched on at $t_0=0$. The bonding and antibonding orbitals have energies $\mp J$ and populations per spin $f_b=0.9$, $f_a=0.2$. The Hartree potential is uniform and is absorbed in the energy zero. $G$ is kept at its one-body form, so this is one-shot GW:

$$g_k^>=-i(1-f_k)e^{-i\varepsilon_k\tau},\qquad g_k^<=if_ke^{-i\varepsilon_k\tau},$$

$$G_{11}=G_{22}=\tfrac12(g_b+g_a),\qquad G_{12}=G_{21}=\tfrac12(g_b-g_a).$$

**Polarization.** Summing over spin gives $P_{ij}^>(t,t')=-2iG_{ij}^>(t,t')G_{ji}^<(t',t)$. Take the number and charge-difference channels $P_\pm=P_{11}\pm P_{12}$. In $P_-$ only products of different orbitals survive, in $P_+$ only those of equal orbitals:

$$P_-^>=-i\left(Ae^{-i\Delta\tau}+Be^{i\Delta\tau}\right),\qquad P_+^>=-i\sum_kf_k(1-f_k),$$

with $\Delta=2J$, $A=f_b(1-f_a)=0.72$ and $B=f_a(1-f_b)=0.02$. Also $P_\pm^<(t,t')=P_\pm^>(t',t)$. With $F=A-B=f_b-f_a=0.7$, for $\tau>0$

$$P_-^R=-iF\left(e^{-i\Delta\tau}-e^{i\Delta\tau}\right)=-2F\sin\Delta\tau,\qquad P_+^R=0 .$$

At $t=1.5/J$ and $t'=0.5/J$ this gives $P_-^R=-1.4\sin2=-1.273$.

**Screening.** Let $x(t)$ obey $x''=-\Delta^2x$, and let $y=x+UP_-^Ry$ be its screened form. The kernel $p(\tau)=-2F\sin\Delta\tau$ has $p(0)=0$ and $p'(0)=-2F\Delta$. Differentiating the convolution twice gives

$$y''=-\Delta^2x-2F\Delta U\,y-\Delta^2(y-x)=-\Omega^2y,\qquad \Omega^2=\Delta^2+2\Delta FU .$$

Here $\Omega=\sqrt{4+5.6}\,J=3.098J$. Since $p(0)=0$, $y$ and $y'$ start from the values of $x$ and $x'$. For $x=e^{-i\Delta t}$,

$$y(t)=\cos\Omega t-i\frac{\Delta}{\Omega}\sin\Omega t .$$

The operator that takes $x$ to $y$ is $W_-^R/U$. Applying it on the left, and its adjoint on the right, turns $W_c^>=W^RP^>W^A$ into

$$W_-^>=-iU^2\left[A\,y(t)y^*(t')+B\,y^*(t)y(t')\right],\qquad W_+^>=-iU^2\sum_kf_k(1-f_k).$$

Subtracting $W_-^<(t,t')=W_-^>(t',t)$ gives the regular retarded part $-2U^2F(\Delta/\Omega)\sin\Omega\tau$. A direct solution of $W=v+vPW$ on a discretized contour, extrapolated from time steps $0.02/J$ and $0.01/J$ to remove the error quadratic in the step, agrees with these closed forms at the chosen times to $2\times10^{-7}J^2$ in absolute value. Without extrapolation the finer grid deviates by about $2\times10^{-4}J^2$.

At the chosen times, in units of $J^2$, $W_+^\gtrless=-1.000i$, $W_-^>=-0.078+1.235i$, $W_-^<=0.078+1.235i$ and $W_-^R=-0.156$. The number channel cannot respond, because total charge is conserved. It still fluctuates, because the prepared mixture has no sharp particle number.

**Self-energy.** With $W_{11}=(W_++W_-)/2$ and $W_{12}=(W_+-W_-)/2$, the bonding matrix element is

$$\Sigma_b^\gtrless=i(G_{11}W_{11}+G_{12}W_{12})^\gtrless=\frac i2\left(g_b^\gtrless W_+^\gtrless+g_a^\gtrless W_-^\gtrless\right).$$

The greater component, in units of $J^2$, is

$$\Sigma_b^>=\tfrac i2\left[(0.084-0.054i)(-i)+(-0.673-0.432i)(-0.078+1.235i)\right]$$

$$=\tfrac i2\left[(-0.054-0.084i)+(0.586-0.797i)\right]=0.441+0.266i .$$

The lesser component is

$$\Sigma_b^<=\tfrac i2\left[(-0.757+0.486i)(-i)+(0.168+0.108i)(0.078+1.235i)\right]$$

$$=\tfrac i2\left[(0.486+0.757i)+(-0.120+0.216i)\right]=-0.487+0.183i .$$

Their difference is $\Sigma_b^R=0.928+0.083i$, the opening number. The exchange part is separate: $\Sigma_{x,b}=-U(f_b+f_a)/2=-1.1J$, multiplying $\delta(t-t')$.

The product $iG^RW_c^R$ contains $\frac i2g_a^RW_-^R=-0.042+0.066i$ and nothing from the number channel. The missing part is $i(G^RW_c^<+G^<W_c^R)=0.970+0.017i$. It consists of $\frac i2g_b^RW_+^<=0.421-0.270i$, $\frac i2g_a^RW_-^<=0.541+0.301i$ and $\frac i2g_a^<W_-^R=0.008-0.013i$. At these times the discrepancy comes almost entirely from the terms with $W_c^<$. The proportions depend on both times, since $W_-^<$ varies with $t+t'$ as well as with $\tau$. Here $\Omega\tau=3.098$ is close to $\pi$, so $W_-^R$ is near a zero of $\sin\Omega\tau$, with a value of $-0.156J^2$ against an amplitude $2U^2F\Delta/\Omega=3.6J^2$. At other $\tau$ the product $\frac i2g_a^RW_-^R$ reaches a modulus of $1.8J^2$ and the term $\frac i2g_a^<W_-^R$ a modulus of $0.36J^2$.

**Memory of the switch-on.** Moving both times by $1/J$ changes $W_-^>$ from $-0.078+1.235i$ to $-0.078+1.244i$. Multiplying out $y(t)y^*(t')$ shows a term

$$-\frac i2U^2(A+B)\left(1-\frac{\Delta^2}{\Omega^2}\right)\cos\Omega(t+t'),$$

with amplitude $0.86J^2$. The change is small here for two reasons: $t+t'$ grows by $2/J$, close to the period $2\pi/\Omega=2.03/J$, and $\cos\Omega(t+t')$ is near its maximum at both pairs of times. Without damping this term does not decay, so a steady-state formula would miss it.

**Two limits.** For equal populations $f_b=f_a=f$, $F=0$ and $\Omega=\Delta$. The regular part of $W^R$ vanishes, while $W_-^>=-2iU^2f(1-f)\cos\Delta\tau$ remains: fluctuation without response. For an inverted population with $F<-\Delta/(2U)=-0.5$, $\Omega^2$ is negative and $W^R$ grows exponentially. The component rules still hold on a finite interval.

## A check of the self-energy rule

The sign and ordering in $\Sigma=iGW$ can be tested where the diagrams are known. For electrons coupled linearly to one boson, the boson correlation function plays the role of $W_c$. At second order in the coupling the self-energy is $iGW_c$ plus the Hartree term. In a two-site model with a nonstationary initial state, the second-order parts of $G^<$ and $G^R$ were extracted from diagonalization of the full Hamiltonian in a truncated boson space. They agree with the Langreth expressions, including the triple product, to an absolute difference of $2\times10^{-6}$, with model energies of order one. This tests the component rules, not the accuracy of GW at strong interaction. The remaining deviations are listed in the numerical output.

## Computed results

```
Largest deviations, direct calculation against derived formula
convolution, greater and lesser: 6e-15
convolution, retarded: 3e-15
P greater, Fock space: 2e-16
P retarded, kicked density: 2e-10
second-order G lesser, electron-boson: 2e-06
second-order G retarded, electron-boson: 2e-06
W greater and lesser, contour Dyson equation: 2e-07 J^2
W = W^R P W^A, quadrature: 1e-14 J^2
Sigma from contour W: 7e-08 J^2
Two-site example, hbar = 1, energies in J, times in 1/J
U = 2.0 J, f_b = 0.9, f_a = 0.2, F = 0.7
t = 1.5 /J, t' = 0.5 /J
A = f_b(1-f_a) = 0.72, B = f_a(1-f_b) = 0.02
bare gap Delta = 2.0000 J, screened mode Omega = 3.0984 J
g_b greater: 0.08415 -0.05403i (dimensionless)
g_b lesser: -0.75732 +0.48627i (dimensionless)
g_a greater: -0.67318 -0.43224i (dimensionless)
g_a lesser: 0.16829 +0.10806i (dimensionless)
P_- greater: -0.63651 +0.30795i (dimensionless)
P_- lesser: 0.63651 +0.30795i (dimensionless)
P_- retarded: -1.27302 +0.00000i (dimensionless)
W_+ greater = lesser: 0.00000 -1.00000i J^2
W_- greater: -0.07807 +1.23460i J^2
W_- lesser: 0.07807 +1.23460i J^2
W_- retarded, regular part: -0.15613 +0.00000i J^2
W_- greater at t+1/J, t'+1/J: -0.07807 +1.24424i J^2
Sigma_b greater: 0.44075 +0.26608i J^2
Sigma_b lesser: -0.48677 +0.18300i J^2
Sigma_b retarded, regular part: 0.92752 +0.08308i J^2
wrong product i G^R W^R: -0.04218 +0.06569i J^2
instantaneous exchange Sigma_x,b = -1.1000 J
```
